# Slopes of generalized eigenvalues and the ultrasoft overlap term: test program

```python
"""
Generalized Hellmann-Feynman theorem for H psi = eps S psi, <psi,S psi> = 1:
    d eps/d lambda = <psi, (dH/d lambda - eps dS/d lambda) psi>
for a simple eigenvalue eps; H Hermitian, S Hermitian positive definite.
For a degenerate level the slopes are the eigenvalues of
    W_ij = <psi_i, (dH/d lambda - eps dS/d lambda) psi_j>.

Model: one electron on a ring, plane waves exp(iGx)/sqrt(L), two atoms.
Atom at X:  local well  -depth*exp(-(x-X)^2/(2 w^2)),
            projector   beta(x) = (pi s^2)^(-1/4) exp(-(x-X)^2/(2 s^2)),
            H gets D|beta><beta|, S gets q|beta><beta|.
lambda is the position of atom B, or (degenerate case) its strength.
Units: eV and angstrom.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e20   # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
L = 8.0
W_LOC, S_PROJ = 0.5, 0.35
ATOM_A = dict(depth=20.0, D=-4.0, q=0.3)
ATOM_B = dict(depth=16.0, D=-3.0, q=0.8)
XA, XB = 2.0, 3.7


def waves(nmax):
    return 2 * np.pi * np.arange(-nmax, nmax + 1) / L


def atom_terms(G, X, depth, D, q):
    """Contributions of one atom to H and S from analytic Fourier integrals."""
    dG = G[:, None] - G[None, :]
    local = (-depth * W_LOC * np.sqrt(2 * np.pi) / L
             * np.exp(-0.5 * (dG * W_LOC)**2 - 1j * dG * X))
    b = ((np.pi * S_PROJ**2)**-0.25 * S_PROJ * np.sqrt(2 * np.pi / L)
         * np.exp(-0.5 * (G * S_PROJ)**2 - 1j * G * X))
    bb = np.outer(b, b.conj())
    return local + D * bb, q * bb


def pencil(G, xa, xb):
    ha, sa = atom_terms(G, xa, **ATOM_A)
    hb, sb = atom_terms(G, xb, **ATOM_B)
    return np.diag(KIN * G**2) + ha + hb, np.eye(len(G)) + sa + sb


def position_derivative(G, M):
    return -1j * (G[:, None] - G[None, :]) * M


def mean(v, M):
    return np.vdot(v, M @ v).real


def slope(f, x, h):
    """Fourth-order central difference."""
    return (8 * (f(x + h) - f(x - h)) - (f(x + 2*h) - f(x - 2*h))) / (12 * h)


G = waves(24)
H, S = pencil(G, XA, XB)
eps, C = eigh(H, S)
hA, sA = atom_terms(G, XA, **ATOM_A)
hB, sB = atom_terms(G, XB, **ATOM_B)
dHA, dSA = position_derivative(G, hA), position_derivative(G, sA)
dHB, dSB = position_derivative(G, hB), position_derivative(G, sB)

# Matrix elements of atom B against real-space quadrature
npts = 256
x = np.arange(npts) * L / npts
dx = L / npts
images = x[:, None] - XB - L * np.arange(-3, 4)[None, :]
v_x = -ATOM_B["depth"] * np.exp(-images**2 / (2 * W_LOC**2)).sum(axis=1)
beta_x = ((np.pi * S_PROJ**2)**-0.25
          * np.exp(-images**2 / (2 * S_PROJ**2)).sum(axis=1))
phi = np.exp(1j * np.outer(x, G)) / np.sqrt(L)
b_quad = phi.conj().T @ beta_x * dx
bb_quad = np.outer(b_quad, b_quad.conj())
h_quad = phi.conj().T @ (v_x[:, None] * phi) * dx + ATOM_B["D"] * bb_quad
assert np.allclose(h_quad, hB, atol=1e-9)
assert np.allclose(ATOM_B["q"] * bb_quad, sB, atol=1e-9)

# S positive definite, eigenvectors S-orthonormal, levels simple
s_min = np.linalg.eigvalsh(S)[0]
assert s_min > 0
assert np.allclose(C.conj().T @ S @ C, np.eye(len(G)), atol=1e-10)
assert min(eps[1] - eps[0], eps[2] - eps[1]) > 0.05

print(f"hbar^2/(2m) = {KIN:.5f} eV angstrom^2")
print(f"ring length = {L:.1f} angstrom, plane waves = {len(G)}")
print(f"well width w = {W_LOC}, projector width s = {S_PROJ} angstrom")
for name, a, pos in (("A", ATOM_A, XA), ("B", ATOM_B, XB)):
    print(f"atom {name}: X = {pos} angstrom, depth = {a['depth']} eV, "
          f"D = {a['D']} eV, q = {a['q']}")
print(f"smallest eigenvalue of S = {s_min:.6f}")
print("lowest three eigenvalues =", np.round(eps[:3], 5), "eV")

# The theorem against finite differences of the eigenvalues
STEP = 2e-3
numeric = slope(lambda t: eigh(*pencil(G, XA, t), eigvals_only=True)[:2],
                XB, STEP)
full = np.zeros(2)
for k in range(2):
    v = C[:, k]
    h_part, s_mean = mean(v, dHB), mean(v, dSB)
    full[k] = h_part - eps[k] * s_mean
    assert abs(full[k] - numeric[k]) < 1e-6
    print(f"state {k}: <dH/dX> = {h_part:.6f} eV/angstrom")
    print(f"state {k}: <dS/dX> = {s_mean:.6f} 1/angstrom")
    print(f"state {k}: -eps <dS/dX> = {-eps[k]*s_mean:.6f} eV/angstrom")
    print(f"state {k}: slope, theorem = {full[k]:.6f} eV/angstrom")
    print(f"state {k}: slope, differences = {numeric[k]:.6f} eV/angstrom")

psi, e0 = C[:, 0], eps[0]
naive = mean(psi, dHB)
assert abs(naive - numeric[0]) > 0.01
print(f"force on B, state 0 = {-full[0]:.6f} eV/angstrom "
      f"= {-full[0]*BOHR/HARTREE:.6f} hartree/bohr")

# The changing state contributes exactly -eps <dS/dX>, with H held fixed
state_part = slope(
    lambda t: mean(eigh(*pencil(G, XA, t))[1][:, 0], H), XB, STEP)
assert abs(state_part + e0 * mean(psi, dSB)) < 1e-6
print(f"change of <psi,H psi> at fixed H = {state_part:.6f} eV/angstrom")

# A small fixed basis obeys the theorem too
Gs = waves(4)
es, Cs = eigh(*pencil(Gs, XA, XB))
hs, ss = atom_terms(Gs, XB, **ATOM_B)
small = mean(Cs[:, 0], position_derivative(Gs, hs - es[0] * ss))
small_num = slope(
    lambda t: eigh(*pencil(Gs, XA, t), eigvals_only=True)[0], XB, STEP)
assert abs(small - small_num) < 1e-6
print(f"{len(Gs)} plane waves: eps = {es[0]:.5f} eV")
print(f"{len(Gs)} plane waves: slope, theorem = {small:.6f}, "
      f"differences = {small_num:.6f} eV/angstrom")

# Exact finite-step identity, and its limit
errors = []
for d in (0.3, 0.1, 0.01, 0.001):
    H2, S2 = pencil(G, XA, XB + d)
    e2, C2 = eigh(H2, S2)
    overlap = np.vdot(psi, S2 @ C2[:, 0])
    element = np.vdot(psi, (H2 - H - e0 * (S2 - S)) @ C2[:, 0])
    assert abs((e2[0] - e0) * overlap - element) < 1e-9
    quotient = (element / overlap).real / d
    errors.append(abs(quotient - full[0]))
    print(f"step {d} angstrom: |<psi,S' psi'>| = {abs(overlap):.6f}, "
          f"quotient = {quotient:.6f} eV/angstrom")
assert errors[3] < errors[2] < errors[1] and abs(abs(overlap) - 1) < 1e-2

# Wrong norm: a vector with <u,u> = 1 needs division by <u,S u>
u = psi / np.linalg.norm(psi)
raw = mean(u, dHB - e0 * dSB)
assert abs(raw / mean(u, S) - numeric[0]) < 1e-6
assert abs(raw - numeric[0]) > 1e-3
print(f"unit vector u: <u,S u> = {mean(u, S):.6f}")
print(f"unit vector u: undivided slope = {raw:.6f} eV/angstrom")

# A constant potential c turns H into H + c S
shift = 10.0
ec, Cc = eigh(H + shift * S, S)
full_c = mean(Cc[:, 0], dHB + shift * dSB - ec[0] * dSB)
naive_c = mean(Cc[:, 0], dHB + shift * dSB)
assert abs(ec[0] - e0 - shift) < 1e-8 and abs(full_c - numeric[0]) < 1e-6
assert abs(naive_c - naive) > 0.01
print(f"energy zero shifted by {shift} eV: full slope = {full_c:.6f}, "
      f"<dH/dX> alone = {naive_c:.6f} eV/angstrom")

# Moving both atoms together must leave the eigenvalue unchanged
full_A = mean(psi, dHA - e0 * dSA)
numeric_A = slope(
    lambda t: eigh(*pencil(G, t, XB), eigvals_only=True)[0], XA, STEP)
naive_sum = mean(psi, dHA + dHB)
assert abs(full_A - numeric_A) < 1e-6
assert abs(full_A + full[0]) < 1e-8
assert abs(naive_sum - e0 * mean(psi, dSA + dSB)) < 1e-8
assert abs(naive_sum) > 0.01
print(f"slope for moving A = {full_A:.6f} eV/angstrom")
print(f"sum of <dH/dX> alone over A and B = {naive_sum:.6f} eV/angstrom")

# Degenerate level: atom B switched on with strength lam on the empty ring
def branches(lam):
    e = eigh(np.diag(KIN * G**2) + lam * hB, np.eye(len(G)) + lam * sB,
             eigvals_only=True)[1:3]
    return e if lam > 0 else e[::-1]   # follow each branch through lam = 0


mid = len(G) // 2
pair = np.ix_([mid - 1, mid + 1], [mid - 1, mid + 1])
e_deg = KIN * G[mid + 1]**2
Wmat = (hB - e_deg * sB)[pair]
slopes_W = np.linalg.eigvalsh(Wmat)
slopes_num = slope(branches, 0.0, 1e-3)
assert np.allclose(slopes_W, slopes_num, atol=1e-6)
single = Wmat[0, 0].real
assert np.min(np.abs(single - slopes_num)) > 0.1
print(f"degenerate level n = +-1: eps = {e_deg:.5f} eV")
print(f"W: diagonal = {single:.6f} eV, |off-diagonal| = "
      f"{abs(Wmat[0, 1]):.6f} eV")
print(f"branch slopes from W = {slopes_W[0]:.6f}, {slopes_W[1]:.6f} eV")
print(f"branch slopes, differences = {slopes_num[0]:.6f}, "
      f"{slopes_num[1]:.6f} eV")

print("success")
```

Running it gives:

```
hbar^2/(2m) = 3.80998 eV angstrom^2
ring length = 8.0 angstrom, plane waves = 49
well width w = 0.5, projector width s = 0.35 angstrom
atom A: X = 2.0 angstrom, depth = 20.0 eV, D = -4.0 eV, q = 0.3
atom B: X = 3.7 angstrom, depth = 16.0 eV, D = -3.0 eV, q = 0.8
smallest eigenvalue of S = 1.000000
lowest three eigenvalues = [-11.68074  -5.91774   0.35594] eV
state 0: <dH/dX> = 2.732422 eV/angstrom
state 0: <dS/dX> = -0.086811 1/angstrom
state 0: -eps <dS/dX> = -1.014012 eV/angstrom
state 0: slope, theorem = 1.718411 eV/angstrom
state 0: slope, differences = 1.718411 eV/angstrom
state 1: <dH/dX> = -1.478528 eV/angstrom
state 1: <dS/dX> = 0.092814 1/angstrom
state 1: -eps <dS/dX> = 0.549246 eV/angstrom
state 1: slope, theorem = -0.929281 eV/angstrom
state 1: slope, differences = -0.929281 eV/angstrom
force on B, state 0 = -1.718411 eV/angstrom = -0.033418 hartree/bohr
change of <psi,H psi> at fixed H = -1.014012 eV/angstrom
9 plane waves: eps = -11.59161 eV
9 plane waves: slope, theorem = 1.841212, differences = 1.841212 eV/angstrom
step 0.3 angstrom: |<psi,S' psi'>| = 0.989582, quotient = 1.241305 eV/angstrom
step 0.1 angstrom: |<psi,S' psi'>| = 0.995979, quotient = 1.546041 eV/angstrom
step 0.01 angstrom: |<psi,S' psi'>| = 0.999569, quotient = 1.700714 eV/angstrom
step 0.001 angstrom: |<psi,S' psi'>| = 0.999957, quotient = 1.716637 eV/angstrom
unit vector u: <u,S u> = 1.262256
unit vector u: undivided slope = 2.169074 eV/angstrom
energy zero shifted by 10.0 eV: full slope = 1.718411, <dH/dX> alone = 1.864317 eV/angstrom
slope for moving A = -1.718411 eV/angstrom
sum of <dH/dX> alone over A and B = 0.538905 eV/angstrom
degenerate level n = +-1: eps = 2.35019 eV
W: diagonal = -3.208405 eV, |off-diagonal| = 2.543154 eV
branch slopes from W = -5.751559, -0.665252 eV
branch slopes, differences = -5.751559, -0.665252 eV
success
```
